\section*{Suppression of Tunnelling in a Periodically Driven Double Well}

\section*{Problem}

An electron moves in one dimension in a symmetric double well $V(x)=V(-x)$. A classical oscillating field, uniform over the well, adds the potential energy $f x\cos\omega t$. The two lowest levels $|1\rangle$ (even) and $|2\rangle$ (odd) have energies $E_1<E_2$. Their splitting is $\Delta=E_2-E_1$, and the phases of the states are chosen so that $a=\langle 1|x|2\rangle>0$. The period of the drive is $T=2\pi/\omega$. Atomic units are used in the algebra.

\begin{enumerate}
\item[(a)] Reduce the problem to two states, one localized in each well, and state when this is justified.
\item[(b)] Remove the drive term by a unitary transformation and interpret the tunnelling term that remains.
\item[(c)] Use the symmetry of the well to define a signed tunnelling splitting $\Delta_{\rm eff}$ of the driven system, and relate it to the motion between the wells.
\item[(d)] Find $\Delta_{\rm eff}$ for $\omega\gg\Delta$, with a bound on the error.
\item[(e)] Decide whether tunnelling can stop completely at finite $\Delta/\omega$, and bound the motion that remains within a period.
\item[(f)] Test the results for $V(x)=V_b[(x/x_0)^2-1]^2$ with $V_b=4$~eV, $x_0=5$~\AA\ and $\omega=0.2$~eV, including higher levels of the well.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Two localized states}

Define
\begin{equation}
|R\rangle=\frac{|1\rangle+|2\rangle}{\sqrt2},\qquad
|L\rangle=\frac{|1\rangle-|2\rangle}{\sqrt2}.
\end{equation}
By parity $\langle1|x|1\rangle=\langle2|x|2\rangle=0$. Therefore
\begin{align}
\langle R|x|R\rangle&=\tfrac12(a+a)=a, &
\langle L|x|L\rangle&=\tfrac12(-a-a)=-a,\\
\langle R|x|L\rangle&=\tfrac12(-a+a)=0.
\end{align}
Within the doublet $x$ is thus $a\sigma_z$, with $\sigma_z=|R\rangle\langle R|-|L\rangle\langle L|$. With the energy zero midway between the levels, the undriven Hamiltonian is $-\frac{\Delta}{2}(|1\rangle\langle1|-|2\rangle\langle2|)$. Inserting $|1\rangle=(|R\rangle+|L\rangle)/\sqrt2$ and $|2\rangle=(|R\rangle-|L\rangle)/\sqrt2$ turns the bracket into $|R\rangle\langle L|+|L\rangle\langle R|=\sigma_x$. Hence
\begin{equation}
H(t)=-\frac{\Delta}{2}\sigma_x+fa\cos(\omega t)\,\sigma_z .
\label{eq:H}
\end{equation}
In this doublet $\sigma_x$ is also the parity operator.

The neglected terms are the couplings $f\langle n|x|1\rangle$ and $f\langle n|x|2\rangle$ to the levels $n\ge3$. The reduction is justified when these couplings, the frequency $\omega$ and the level shift $fa$ are all small compared with the gap to the third level, and there is no appreciable multiphoton resonance with higher levels. For an accurate splitting, the change that the higher levels cause in the tunnelling coupling must also be small compared with $\Delta$. The drive may still be strong in the sense $fa\gg\Delta$.

\subsection*{(b) Removing the drive}

Let
\begin{equation}
W(t)=e^{-i\varphi(t)\sigma_z/2},\qquad \varphi(t)=K\sin\omega t,\qquad K=\frac{2fa}{\omega}.
\end{equation}
Since $\dot\varphi/2=fa\cos\omega t$, we have $i\dot W=fa\cos(\omega t)\sigma_zW$, so $W$ accounts for the drive term. Write the propagator from time zero as $U=WU_I$. Then $i\dot U_I=H_IU_I$ with $H_I=-\frac{\Delta}{2}W^\dagger\sigma_xW$. Because $\sigma_x$ anticommutes with $\sigma_z$, moving it through the exponential reverses the exponent:
\begin{align}
W^\dagger\sigma_xW
&=e^{i\varphi\sigma_z/2}\sigma_xe^{-i\varphi\sigma_z/2}
=e^{i\varphi\sigma_z}\sigma_x\nonumber\\
&=\cos\varphi\,\sigma_x+i\sin\varphi\,\sigma_z\sigma_x
=\cos\varphi\,\sigma_x-\sin\varphi\,\sigma_y ,
\end{align}
where $\sigma_z\sigma_x=i\sigma_y$ was used. Thus
\begin{equation}
H_I(t)=-\frac{\Delta}{2}\left[\cos\varphi(t)\,\sigma_x-\sin\varphi(t)\,\sigma_y\right].
\label{eq:HI}
\end{equation}

In the basis $(R,L)$, $\langle R|\sigma_y|L\rangle=-i$, so $\langle R|H_I|L\rangle=-\frac{\Delta}{2}e^{i\varphi}$. The drive leaves the strength of the coupling unchanged and modulates its phase. Amplitudes that cross the barrier at different times in the cycle therefore interfere. Since $W$ is diagonal in $|R\rangle,|L\rangle$, it does not alter the populations of the two wells.

\subsection*{(c) A signed splitting}

Half a period later the cosine in (\ref{eq:H}) has changed sign. As $\sigma_x\sigma_z\sigma_x=-\sigma_z$,
\begin{equation}
H(t+T/2)=\sigma_xH(t)\sigma_x .
\end{equation}
The propagator over the second half-period is therefore $\sigma_xU(T/2)\sigma_x$, and
\begin{equation}
U(T)=\sigma_xU(T/2)\sigma_xU(T/2)=G^2,\qquad G=\sigma_xU(T/2).
\end{equation}
The Hamiltonian is traceless, so $\det U(T/2)=1$ and $\det G=-1$. The eigenvalues of the unitary matrix $G$ have modulus one and product $-1$. They can be written $e^{i\alpha}$ and $-e^{-i\alpha}$, with $-\pi/2\le\alpha\le\pi/2$, so that
\begin{equation}
\operatorname{tr}G=e^{i\alpha}-e^{-i\alpha}=2i\sin\alpha .
\label{eq:trace}
\end{equation}
With projectors $(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$ onto the eigenvectors, $\mathbf n$ being a real unit vector,
\begin{align}
G&=e^{i\alpha}\frac{1+\mathbf n\cdot\boldsymbol\sigma}{2}
-e^{-i\alpha}\frac{1-\mathbf n\cdot\boldsymbol\sigma}{2}
=i\sin\alpha+\cos\alpha\,\mathbf n\cdot\boldsymbol\sigma,\\
U(T)&=G^2=\cos2\alpha+i\sin2\alpha\,\mathbf n\cdot\boldsymbol\sigma
=e^{2i\alpha\,\mathbf n\cdot\boldsymbol\sigma}.
\end{align}
The second line uses $(\mathbf n\cdot\boldsymbol\sigma)^2=1$. The eigenvalues of $U(T)$ are $e^{\pm2i\alpha}$. Written as $e^{-i\varepsilon T}$, they give quasienergies $\varepsilon=\mp2\alpha/T$, and we define
\begin{equation}
\Delta_{\rm eff}=\frac{4\alpha}{T}.
\label{eq:def}
\end{equation}
Without the drive, $G=\sigma_xe^{iy\sigma_x}$ with
\begin{equation}
y=\frac{\Delta T}{4}=\frac{\pi\Delta}{2\omega}.
\end{equation}
On the state with $\sigma_x=1$ this gives $e^{iy}$, so $\alpha=y$ and $\Delta_{\rm eff}=\Delta$, provided $y<\pi/2$. This condition is assumed from here on.

An electron that starts in $|L\rangle$ is found in $|R\rangle$ after $n$ periods with probability
\begin{equation}
P_R(nT)=\left|\langle R|e^{2in\alpha\,\mathbf n\cdot\boldsymbol\sigma}|L\rangle\right|^2
=(1-n_z^2)\sin^2\!\left(\frac{\Delta_{\rm eff}\,nT}{2}\right).
\label{eq:PR}
\end{equation}
Here $|\langle R|\mathbf n\cdot\boldsymbol\sigma|L\rangle|^2=n_x^2+n_y^2=1-n_z^2$. The phase transformation is the identity at $T/2$, because $\sin\pi=0$, so $U(T/2)=U_I(T/2)=1+O(y)$. Then $G=\sigma_x+O(y)$ and $n_z=O(y)$. At small $y$, and as long as $\Delta_{\rm eff}\ne0$, the electron still passes almost completely from well to well, with $\Delta$ replaced by $|\Delta_{\rm eff}|$. The sign of $\Delta_{\rm eff}$ records the order of the two quasienergies.

\subsection*{(d) The rescaling factor}

Since $U(T/2)=U_I(T/2)$, the trace in (\ref{eq:trace}) follows from the Dyson series
\begin{equation}
U_I(T/2)=1-i\int_0^{T/2}\!H_I(t)\,dt+\cdots .
\end{equation}
The zeroth order contributes $\operatorname{tr}\sigma_x=0$. In first order, $\operatorname{tr}\sigma_x^2=2$ and $\operatorname{tr}\sigma_x\sigma_y=0$ give
\begin{align}
-i\int_0^{T/2}\!\operatorname{tr}[\sigma_xH_I]\,dt
&=i\Delta\int_0^{T/2}\!\cos(K\sin\omega t)\,dt\nonumber\\
&=\frac{i\Delta}{\omega}\int_0^\pi\!\cos(K\sin\theta)\,d\theta .
\label{eq:first}
\end{align}

To evaluate the integral, expand the cosine in powers of $K\sin\theta$. In $\sin^{2m}\theta=(e^{i\theta}-e^{-i\theta})^{2m}/(2i)^{2m}$ the constant term is $\binom{2m}{m}(-1)^m/(-4)^m=\binom{2m}{m}/4^m$. The other terms, $e^{2ik\theta}$ with integer $k\ne0$, integrate to zero over $[0,\pi]$. Hence
\begin{align}
\frac1\pi\int_0^\pi\cos(K\sin\theta)\,d\theta
&=\sum_{m=0}^\infty\frac{(-1)^mK^{2m}}{(2m)!}\,\frac{(2m)!}{4^m(m!)^2}\nonumber\\
&=\sum_{m=0}^\infty\frac{(-1)^m}{(m!)^2}\left(\frac K2\right)^{2m}=J_0(K).
\end{align}
The first-order trace (\ref{eq:first}) is therefore $i\pi\Delta J_0(K)/\omega=2iyJ_0(K)$. Comparison with (\ref{eq:trace}) gives
\begin{equation}
\sin\alpha=yJ_0(K)+\mathcal R,
\label{eq:main}
\end{equation}
where $\mathcal R$ collects the higher orders.

A product of an even number of $\sigma_x$ and $\sigma_y$ matrices is a combination of $1$ and $\sigma_z$. Multiplied by $\sigma_x$ it has no trace, so even orders drop out. In order $n$, each factor $H_I$ has norm $\Delta/2$, and the time-ordered region has volume $(T/2)^n/n!$. As $\frac12|\operatorname{tr}M|\le\|M\|$ for a $2\times2$ matrix, order $n$ contributes at most $(\Delta T/4)^n/n!=y^n/n!$ to $\sin\alpha$. Summing the odd orders from the third,
\begin{equation}
|\mathcal R|\le\sum_{n=3,5,\ldots}\frac{y^n}{n!}=\sinh y-y .
\label{eq:bound}
\end{equation}

For small $y$ this bound is of order $y^3$, as is the difference between $\alpha$ and $\sin\alpha$. Since $4/T=\Delta/y$, equation (\ref{eq:def}) becomes
\begin{equation}
\boxed{\;\Delta_{\rm eff}=\Delta\,J_0\!\left(\frac{2fa}{\omega}\right)
+O\!\left(\frac{\Delta^3}{\omega^2}\right).\;}
\label{eq:law}
\end{equation}

For weak driving $J_0(K)\simeq1-K^2/4$, so tunnelling slows quadratically with the force. As $J_0$ is an average of a cosine, $|J_0|\le1$: at leading order the drive cannot make tunnelling faster than in the undriven well. The leading term vanishes first at $K=2.405$, where the phase factor $e^{i\varphi}$ of the coupling averages to zero over a period. If $\Delta/\omega$ is not small, (\ref{eq:bound}) no longer makes the correction small and the Bessel law is not assured.

\subsection*{(e) The exact crossing}

At the Bessel zero itself the term $\mathcal R$ generally leaves a small splitting. Complete suppression can nevertheless occur at a nearby $K$. The function $\sin\alpha=\operatorname{tr}G/(2i)$ is continuous in $K$. If $y$ is small enough, $y|J_0|$ exceeds $\sinh y-y$ at one point on each side of $2.405$, with opposite signs of $J_0$. Then $\sin\alpha$ changes sign between these points and vanishes at some $K_c$. There (\ref{eq:main}) and (\ref{eq:bound}) require
\begin{equation}
|J_0(K_c)|\le\frac{\sinh y-y}{y}\simeq\frac{y^2}{6}.
\label{eq:location}
\end{equation}

Every $2\times2$ matrix satisfies $G^2-(\operatorname{tr}G)G+\det G=0$. At $K_c$ the trace is zero and the determinant is $-1$, so $U(T)=G^2=1$. Within the two-level model every state returns after each period.

The electron is not frozen between these times. Start in $|L\rangle$, let $c_R,c_L$ be the amplitudes in the transformed picture, and set $|c_R|=\sin\beta$ with $0\le\beta\le\pi/2$. Since the coupling has modulus $\Delta/2$,
\begin{equation}
\frac{d|c_R|}{dt}\le\frac\Delta2|c_L|
\quad\Longrightarrow\quad \frac{d\beta}{dt}\le\frac\Delta2 .
\end{equation}
The same limit applies when the motion is followed backwards from $t=T$, where the electron is again in $|L\rangle$. The nearer of the two ends is at most $T/2$ away, so $\beta\le\Delta T/4=y$ and
\begin{equation}
P_R(t)\le\sin^2y\qquad\text{at }K=K_c .
\label{eq:micromotion}
\end{equation}

The argument rests on the half-period symmetry. A static tilt of the well breaks it, and this proof of a crossing then no longer applies. The model also contains no relaxation or dephasing.

\subsection*{(f) Numerical check}

Diagonalizing the well on a grid gives the three lowest levels at 1.4635, 1.4839 and 3.7105~eV. The doublet has $\Delta=0.020356$~eV and $a=4.554$~\AA, and the gap from its upper level to the third level is 2.227~eV. Thus
\begin{equation}
\frac\Delta\omega=\frac{0.020356}{0.2}=0.1018,\qquad
y=\frac\pi2\times0.1018=0.160 .
\end{equation}
Undriven transfer from left to right takes a time $\pi/\Delta$, or $\omega/(2\Delta)=4.91$ drive periods. The force amplitude at the Bessel zero is
\begin{equation}
f=\frac{2.4048\times0.2\ \text{eV}}{2\times4.554\ \text{\AA}}
=0.0528\ \text{eV/\AA},
\end{equation}
or $1.03\times10^{-3}$ atomic units. The drive energy is then $fa=0.24$~eV, about twelve times $\Delta$ but about a ninth of the gap to the third level.

The splitting was computed by direct time propagation, with two levels and with the twenty lowest levels of the well. In the larger calculation parity takes the place of $\sigma_x$ in $G$. Splittings in meV are:

\begin{center}
\begin{tabular}{cccc}
$K$ & $\Delta J_0(K)$ & two levels & twenty levels\\
\hline
0 & 20.36 & 20.36 & 20.36\\
1.0 & 15.58 & 15.54 & 15.47\\
2.0 & 4.56 & 4.51 & 4.34\\
2.405 & 0.00 & $-0.03$ & $-0.22$\\
3.0 & $-5.29$ & $-5.31$ & $-5.46$\\
3.8 & $-8.19$ & $-8.19$ & $-8.19$
\end{tabular}
\end{center}

At the values of $K$ computed, the twenty-level result departs from the Bessel law by at most 0.22~meV, about 1.1\% of the undriven splitting. At $K=2.405$ most of the departure comes from the levels above the doublet, since the two-level model gives only $-0.03$~meV. The calculation does not separate the contributions of individual levels.

The two-level residue at the Bessel zero tests the order of the correction. For $\Delta/\omega=0.025$, $0.05$ and $0.1$ it is close to $-0.151\,\Delta^3/\omega^2$, and the power of $\Delta$ measured between the first two values is 2.999. For the present well this gives
\begin{equation}
-0.151\times20.36\ \text{meV}\times(0.1018)^2=-0.032\ \text{meV},
\end{equation}
in agreement with the direct two-level result.

The exact two-level crossing lies at $K_c=2.4018$. There $|J_0|=1.6\times10^{-3}$, within the limit $4.3\times10^{-3}$ set by (\ref{eq:location}). The largest $P_R$ during a period is 0.014, below the bound $\sin^2y=0.025$. With twenty levels the crossing moves to $K=2.384$, which is 0.9\% below the Bessel zero, and the critical force becomes 0.0523~eV/\AA.

Finally, the electron was started in $|L\rangle$ in the twenty-level model and followed for forty drive periods, about eight undriven transfer times. The largest probability found at $x>0$ was 0.999 without the drive, 0.999 at half the critical force and 0.018 at the critical force. At half force $fa\approx0.12$~eV is about six times $\Delta$, yet the transfer is almost complete. The table shows that localization is not simply a matter of drive strength: beyond the crossing, at $K=3.0$ and $3.8$, the twenty-level splitting is again nonzero, $-5.46$ and $-8.19$~meV. In the critical run the population outside the doublet stayed below 0.3\%, so the motion stays almost entirely within the doublet. A small leak does not make the two-level value of the critical force exact, however. Near the crossing the shift caused by the higher levels is no longer small compared with $|\Delta_{\rm eff}|$. At the Bessel zero the twenty-level splitting of $-0.22$~meV still carries the electron almost completely across in $\omega/(2|\Delta_{\rm eff}|)\approx460$ periods, which a forty-period run does not reveal. Lasting localization requires the crossing of the full well, $K=2.384$.

\section*{Table of computed values}
\begin{verbatim}
barrier height = 4.0 eV, minima at +-5.0 angstrom
drive quantum omega = 0.20 eV
lowest levels = 1.4635, 1.4839, 3.7105 eV
doublet splitting Delta = 0.020356 eV
gap from level 2 to level 3 = 2.2266 eV
position element a = 4.5542 angstrom
Delta/omega = 0.1018, y = 0.1599 (no unit)
undriven left-right transfer = 4.913 drive periods
first zero of J0 = 2.404826 (no unit)
force amplitude at this zero = 0.05280 eV/angstrom
the same force = 0.001027 atomic units
drive energy force*a there = 0.2405 eV
bound on the remainder, sinh(y)-y = 6.820e-04 (no unit)
K | Delta*J0 | two-level | twenty-level splitting, all in meV
0.000 |  20.3561 |  20.3561 |  20.3561
0.500 |  19.1036 |  19.0915 |  19.0726
1.000 |  15.5765 |  15.5402 |  15.4721
1.500 |  10.4188 |  10.3687 |  10.2404
2.000 |   4.5576 |   4.5130 |   4.3382
2.405 |  -0.0000 |  -0.0318 |  -0.2189
3.000 |  -5.2937 |  -5.3080 |  -5.4568
3.800 |  -8.1945 |  -8.1940 |  -8.1949
residual splitting at the J0 zero, in units of Delta^3/omega^2:
  Delta/omega = 0.025: -0.15103 (no unit)
  Delta/omega = 0.050: -0.15094 (no unit)
  Delta/omega = 0.100: -0.15073 (no unit)
measured power of Delta in the residual = 2.9991
exact two-level crossing K = 2.401809 (no unit)
|J0| there = 1.567e-03, its bound = 4.266e-03
twenty-level crossing K = 2.384123 (no unit)
twenty-level critical force = 0.05235 eV/angstrom
two-level crossing: largest P_R in a period = 0.01430
bound sin^2(y) = 0.02534 (no unit)
twenty levels, start on the left, largest values in 40 periods:
  no drive: probability at x>0 = 0.9989, outside doublet = 0.00000
  half critical force: probability at x>0 = 0.9992, outside doublet = 0.00067
  critical force: probability at x>0 = 0.0176, outside doublet = 0.00252
\end{verbatim}
